# Shot Noise of Diffusive Wires from the Boltzmann-Langevin Equation, part 2

A metallic wire of length $L$ and cross-section $A$ joins a left reservoir ($x=0$, electrochemical potential $eV$) to a right one ($x=L$, potential zero), both at temperature $T_0$. We seek its low-frequency current noise $S$ and Fano factor $F$, with mean current $I=GV$, $e>0$ and $G=\sigma A/L$:

$$
F=\frac13\quad\text{(no inelastic scattering)},\qquad
F=\frac{\sqrt3}{4}\quad\text{(local electron temperature)}. \tag{1}
$$

$$
S=2\int_{-\infty}^{\infty}dt\,\langle\delta I(0)\,\delta I(t)\rangle . \tag{2}
$$

Here $s=x/L$, $\varepsilon$ is the total energy, $f(\varepsilon,s)$ the isotropic part of the occupation, $\mu=\int d\varepsilon\,[f-\theta(-\varepsilon)]$ with $\theta$ the step function, and $N$ the density of states per volume for both spins. Further, $\tau$ is the momentum relaxation time, $v$ the speed, $\ell=v\tau$ the mean free path, $D=v^2\tau/3$ the diffusion coefficient and $\sigma=e^2ND$. The electron-electron and electron-phonon times are $\tau_{ee}$ and $\tau_{ph}$. In $kT_0$, $k$ is Boltzmann's constant; as an index it labels states.

Impurity collisions $k\to k'$ in a cell of volume $\Omega$ have mean rate $\bar J(k\to k')=W_{kk'}f_k(1-f_{k'})$. Their fluctuations $\delta J$ drive a source current density $\delta j^s$:

$$
\langle\delta J(k\to k',t)\,\delta J(q\to q',t')\rangle=\delta_{kq}\,\delta_{k'q'}\,\delta(t-t')\,\bar J(k\to k'), \tag{4}
$$

$$
\delta j^s_x=\frac{e\tau}{\Omega}\sum_{kk'}(v'_x-v_x)\,\delta J(k\to k'). \tag{8}
$$

$$
\langle\delta j^s_a(\mathbf r,t)\,\delta j^s_b(\mathbf r',t')\rangle
=2\sigma\,\delta_{ab}\,\delta(\mathbf r-\mathbf r')\,\delta(t-t')\int d\varepsilon\,f(1-f). \tag{10}
$$

The mean current per energy is $-ND\,\partial_xf$. The noise follows from

$$
S=4G\int_0^1ds\int d\varepsilon\,f(1-f),\qquad F=\frac{S}{2eI}. \tag{19}
$$

Without inelastic scattering, $f$ is a two-step function for cold reservoirs, equal to $1-s$ for $0<\varepsilon<eV$, and

$$
S=4G\left[kT_0+\frac16\left(eV\coth\frac{eV}{2kT_0}-2kT_0\right)\right]
=\frac{2G}{3}\left[4kT_0+eV\coth\frac{eV}{2kT_0}\right]. \tag{16}
$$

A separate test of the factorized rates, an exclusion chain of $N_s$ sites, gave

$$
F=\frac13\left(1+\frac1{N_s+1}\right). \tag{18}
$$

### Collisions between electrons

Now let electrons collide with one another many times while they diffuse through the wire, but rarely between two impurity collisions: $\tau\ll\tau_{ee}\ll L^2/D$. Impurities then still fix the anisotropic part of $f$, and the current per energy remains $-ND\,\partial_xf$. The isotropic part obeys

$$
D\,\partial_x^2f+I_{ee}\{f\}=0, \tag{20}
$$

where $I_{ee}$ is the rate of change of $f$ by electron-electron collisions.

Two properties of these collisions are needed. First, they do not act as a current source. A collision $(1,2)\to(1',2')$ would enter (8) with the factor $\mathbf v_1'+\mathbf v_2'-\mathbf v_1-\mathbf v_2$. For a parabolic band this is the change of total momentum divided by the mass. It vanishes if momentum is conserved, that is, without umklapp scattering. For the same reason the collisions do not change the mean relation between current and $\partial_x\mu$. Equation (19) therefore holds, with $f$ taken from (20).

Second, the collisions conserve particle number and energy. They are local, so the potential energy is the same before and after, and conserving kinetic energy conserves total energy. With constant $N$,

$$
\int d\varepsilon\,I_{ee}=0,\qquad\int d\varepsilon\,\varepsilon\,I_{ee}=0. \tag{21}
$$

Multiplying (20) by 1 and by $\varepsilon$ and integrating shows that the two moments

$$
n(s)=\int d\varepsilon\,[f-\theta(-\varepsilon)],\qquad h(s)=\int d\varepsilon\,\varepsilon\,[f-\theta(-\varepsilon)] \tag{22}
$$

have zero second derivative. Both are linear in $s$, whatever the strength of the collisions.

Frequent collisions turn $f$ into a Fermi function with local $\mu(s)$ and $T_e(s)$. Its moments follow from the substitution $y=\varepsilon-\mu$. The function $f-\theta(-y)$ is odd in $y$, so its integral vanishes, while its first moment is

$$
2\int_0^\infty\frac{y\,dy}{e^{y/kT_e}+1}=2\,(kT_e)^2\,\frac{\pi^2}{12}=\frac{\pi^2}{6}(kT_e)^2 .
$$

The remaining difference of step functions, $\theta(\mu-\varepsilon)-\theta(-\varepsilon)$, adds $\mu$ to $n$ and $\mu^2/2$ to $h$. Hence

$$
n=\mu,\qquad h=\frac{\mu^2}{2}+\frac{\pi^2}{6}(kT_e)^2. \tag{23}
$$

At the left end $\mu=eV$, at the right end $\mu=0$, and $T_e=T_0$ at both. Linearity of $n$ gives $\mu=eV(1-s)$. Linearity of $h$ gives

$$
\frac{(eV)^2(1-s)^2}{2}+\frac{\pi^2}{6}(kT_e)^2=(1-s)\frac{(eV)^2}{2}+\frac{\pi^2}{6}(kT_0)^2 .
$$

Since $(1-s)-(1-s)^2=s(1-s)$,

$$
(kT_e)^2=(kT_0)^2+\frac{3}{\pi^2}(eV)^2\,s(1-s). \tag{24}
$$

The supplied electrical energy heats the electrons, and diffusion carries the heat to the reservoirs. For cold reservoirs the maximum, at $s=1/2$, is $kT_e=\sqrt3\,eV/2\pi\approx0.28\,eV$. It is independent of the length and the resistance of the wire as long as phonons take away no heat and the reservoirs stay cold while they absorb the Joule power.

### The Fano factor $\sqrt3/4$

For a local Fermi function $\int d\varepsilon\,f(1-f)=kT_e$, so (19) becomes

$$
S=4G\int_0^1ds\,kT_e(s). \tag{25}
$$

The noise is Johnson-Nyquist noise at the mean electron temperature. Set $a=kT_0$, $b=\sqrt3\,eV/\pi$, $s=\frac12+y$ and $c^2=a^2+b^2/4$. Because $s(1-s)=\frac14-y^2$,

$$
\int_0^1ds\,kT_e=2\int_0^{1/2}dy\,\sqrt{c^2-b^2y^2}
=\left[y\sqrt{c^2-b^2y^2}+\frac{c^2}{b}\arcsin\frac{by}{c}\right]_0^{1/2}
=\frac a2+\frac{c^2}{b}\arcsin\frac{b}{2c}.
$$

At the upper limit the square root equals $a$. Define $v_T=b/2a$. An angle with sine $b/2c$ has cosine $a/c$ and tangent $v_T$, so the arcsine is $\arctan v_T$. Moreover $c^2/b=a^2/b+b/4=\frac a2(1/v_T+v_T)$. Therefore

$$
S=2kT_0G\left[1+\left(v_T+\frac1{v_T}\right)\arctan v_T\right],\qquad v_T=\frac{\sqrt3\,eV}{2\pi kT_0}. \tag{26}
$$

For $V\to0$ the bracket tends to 2 and $S\to4kT_0G$. For $kT_0\ll eV$ it tends to $\pi v_T/2$, and

$$
S\to2kT_0G\,\frac{\pi}{2}\,\frac{\sqrt3\,eV}{2\pi kT_0}=\frac{\sqrt3}{2}\,GeV=\frac{\sqrt3}{4}\,2eI. \tag{27}
$$

This is the second result in (1).

With cold reservoirs, electron-electron collisions raise the noise although they change neither the current nor the energy density. The reason can be read off locally. At $T_0=0$ the integral $\int d\varepsilon f(1-f)$ is $eV\,s(1-s)$ for the two-step function and $(\sqrt3/\pi)\,eV\sqrt{s(1-s)}$ for the Fermi function. The ratio of the second to the first is $(\sqrt3/\pi)/\sqrt{s(1-s)}$. Since $\sqrt{s(1-s)}\le1/2$, it is at least $2\sqrt3/\pi\approx1.10$. At every point inside the wire the thermal distribution offers more partly filled states.

Warm reservoirs reverse the order. For $eV\ll kT_0$, expanding (16) and (26) to second order in $V$ gives noise in excess of $4kT_0G$ equal to $G(eV)^2/(9kT_0)$ without collisions and $G(eV)^2/(\pi^2kT_0)$ with a local temperature. Since $\pi^2>9$, the collisions then lower the noise slightly.

The passage between the limits depends on the form of $I_{ee}$. A simple model is $I_{ee}=-(f-f_{\rm loc})/\tau_r$, where $f_{\rm loc}$ is the Fermi function with the $\mu$ and $T_e$ found above. It has the conserved moments and so satisfies (21). With $L_r=\sqrt{D\tau_r}$, equation (20) becomes

$$
\partial_s^2f=\left(\frac{L}{L_r}\right)^2(f-f_{\rm loc}). \tag{28}
$$

Its numerical solution at $kT_0=0.02\,eV$ gives

| $L/L_r$ | $F$ |
|---|---|
| 0 | 0.360 |
| 1 | 0.370 |
| 3 | 0.400 |
| 10 | 0.424 |
| 300 | 0.435 |

The first and last entries agree with (16) and (26), which give 0.360 and 0.435 at this temperature. They exceed 1/3 and $\sqrt3/4$ because the reservoirs are not at zero temperature. The intermediate values belong to this relaxation model.

### Shorter wires: the ballistic crossover

The diffusive derivation needs $\ell\ll L$. A model with two directions of motion shows how the noise vanishes in a short wire. Let $f_+$ and $f_-$ be the occupations of right and left movers, which reverse direction with probability $dx/\ell_b$ on a path $dx$. There is no inelastic scattering and $T_0=0$. For energies between 0 and $eV$,

$$
\partial_xf_+=\partial_xf_-=-\frac{f_+-f_-}{\ell_b},\qquad f_+(0)=1,\quad f_-(L)=0. \tag{29}
$$

The sign is the same for $f_-$ because left movers travel towards smaller $x$. The difference $f_+-f_-$ is constant. At $x=L$ it equals $f_+(L)$, the transmission probability $\mathcal T$. Hence $f_+=1-\mathcal Tx/\ell_b$, and setting $x=L$ gives

$$
\mathcal T=\frac{1}{1+L/\ell_b}. \tag{30}
$$

Let $R_\pm(x)$ be the probability that a right or left mover at $x$ finally leaves on the right. A right mover advances by $dx$ or reverses, so $R_+(x)=(1-dx/\ell_b)R_+(x+dx)+(dx/\ell_b)R_-(x)$. This gives $\partial_xR_+=(R_+-R_-)/\ell_b$. The same argument for a left mover, which steps to $x-dx$, gives the same right side for $\partial_xR_-$. So $R_+-R_-$ is a constant $d$. From $R_-(0)=0$ follows $R_+(0)=d$, and $R_+(L)=1$ then requires $d(1+L/\ell_b)=1$, so $d=\mathcal T$.

One reversal in excess of the mean therefore changes the expected transmitted charge by $\pm e\mathcal T$. In one mode, right movers meet reversals at a rate $f_+(1-f_-)/(h\ell_b)$ per length and energy, and left movers at the rate with the signs exchanged. These rates contain products of mean occupations, as in (4), so the result below holds within that factorization. The reservoirs inject no noise at zero temperature. The variance per time, doubled according to (2), is

$$
S=2e^2\mathcal T^2\,\frac{eV}{h}\int_0^L\frac{dx}{\ell_b}\left[f_+(1-f_-)+f_-(1-f_+)\right],
$$

while $I=(e/h)\,\mathcal T\,eV$. Put $u=\mathcal Tx/\ell_b$, which runs from 0 to $q=1-\mathcal T$, since $\mathcal TL/\ell_b=1-\mathcal T$ by (30). With $f_+=1-u$ and $f_-=q-u$ the bracket is $(1-u)(\mathcal T+u)+(q-u)u=\mathcal T+2qu-2u^2$. Thus

$$
F=\int_0^{q}du\,(\mathcal T+2qu-2u^2)=\mathcal Tq+\frac{q^3}{3}=\frac{1-\mathcal T^3}{3}. \tag{31}
$$

The last step expands $q^3=1-3\mathcal T+3\mathcal T^2-\mathcal T^3$ and $3\mathcal Tq=3\mathcal T-3\mathcal T^2$. Without scattering $\mathcal T=1$ and $F=0$: full incoming states are all transmitted, in a regular stream. For a long wire $F\to1/3$, and in this model the correction falls as $(\ell_b/L)^3$. A numerical solution of the stationary equations reproduces (31): $F=0.083$, 0.292 and 0.333 for $L/\ell_b=0.1$, 1 and 10.

Equation (31) is a property of the two-stream model. For a spherical Fermi surface with isotropic scattering, the same calculation with all angles kept gives $F=0.246$ at $L=\ell$, where the transmission is 0.553. Expression (31) at that transmission gives 0.277, so the true value of this model is 11% lower. At $L=10\,\ell$ and $30\,\ell$ the angle-resolved values are 0.329 and 0.333. Their distance from $1/3$ falls from 0.0040 to 0.0005, much more slowly than the cubic law of the two-stream model. The diffusive result is thus recovered without assuming a nearly isotropic $f$.

### A wire in numbers

Take a free-electron metal with Fermi energy 5 eV and mean free path 10 nm, in a wire 1000 nm long, 50 nm wide and 20 nm thick. Scattering at the surfaces is left out. The bias is 1 mV and the reservoirs are at 0.1 K. SI units suit a circuit of this size.

The Fermi velocity is $1.326\times10^6$ m/s and the density of states is $9.507\times10^{46}\ \mathrm{J^{-1}m^{-3}}$. Then

$$
D=\frac{v\ell}{3}=\frac{(1.326\times10^6)(10^{-8})}{3}\ \mathrm{m^2/s}=4.42\times10^{-3}\ \mathrm{m^2/s},\qquad
\sigma=e^2ND=1.079\times10^7\ \mathrm{S/m}.
$$

The cross-section is $10^{-15}\ \mathrm{m^2}$, so

$$
R=\frac{L}{\sigma A}=\frac{10^{-6}}{(1.079\times10^7)(10^{-15})}\ \Omega=92.7\ \Omega,\qquad I=\frac VR=10.8\ \mu\mathrm A .
$$

The Poisson value is $2eI=3.46\times10^{-24}\ \mathrm{A^2/Hz}$. The ratio $kT_0/eV$ is 0.00862. Dividing (16) by $2eI=2eGV$, with the hyperbolic cotangent equal to one at this accuracy, gives

$$
F=\tfrac13\,(4\times0.00862+1)=0.345,\qquad S=0.345\times3.46\times10^{-24}=1.19\times10^{-24}\ \mathrm{A^2/Hz}.
$$

With a local electron temperature, $v_T=\sqrt3/(2\pi\times0.00862)\approx32$. Equation (26) then gives $F=0.433$ and $S=1.50\times10^{-24}\ \mathrm{A^2/Hz}$, which is 26% more than in the elastic case. The electron temperature (24) peaks at 3.2 K, far above the 0.1 K of the reservoirs. Expressed as a noise temperature $S/4kG$, the two results are 2.0 K and 2.5 K. The second is the mean electron temperature, by (25). The first is not the temperature of any distribution in the wire.

The times decide which case applies. Here $\tau=7.5$ fs and $L^2/D=226$ ps. The elastic result requires $\tau_{ee}$ and $\tau_{ph}$ well above 226 ps. The hot-electron result requires $\tau_{ee}$ well between 7.5 fs and 226 ps, and $\tau_{ph}$ well above 226 ps. Neither time is computed here, so the two noise values are alternatives.

### Where the results fail

If phonons cool the electrons efficiently, while impurities still dominate the momentum relaxation, then $T_e\to T_0$ and (25) gives $S\to4kT_0G$. The shot noise disappears, which is why a macroscopic resistor shows none.

The reservoirs were assumed to stay at $T_0$, yet in both regimes each absorbs half of the Joule power $V^2/R$. Suppose a contact passes this heat on by electronic conduction alone, through a resistance $R_{\rm res}$ to a bath at $T_0$. The Wiedemann-Franz law then gives it the temperature $T^2=T_0^2+V^2R_{\rm res}/(L_0R)$, with $L_0=(\pi^2/3)(k/e)^2$. In the example the contacts stay near 0.1 K only if $R_{\rm res}/R$ is well below $2\times10^{-4}$. At $R_{\rm res}/R=0.01$ they reach 0.65 K, and (16) and (26) give $F=0.41$ and $0.45$ in place of 0.345 and 0.433. The worked values therefore apply to contacts that sink heat far better than a pad made of the same thin film.

If electron-electron collisions become more frequent than impurity collisions, $\tau_{ee}\lesssim\tau$, they also relax the anisotropic part of $f$ at each energy. The heat current then no longer follows from $-ND\,\partial_xf$, and the temperature profile (24) loses its basis. Umklapp scattering would add a current source that (10) does not contain. The derivation also takes the density of states and the diffusion coefficient as constant over the energy window $eV$. It does not cover a material in which they vary there, and by itself it does not say whether the Fano factors then change.

The Boltzmann-Langevin equation also leaves out quantum interference between scattering paths. Neglecting it requires a conductance large compared with $2e^2/h$. Inserting the free-electron $N$ and $D$ in $G$ gives $G=(2e^2/h)\,\frac43\,N_m\ell/L$, where $N_m=k_F^2A/4\pi$ is the number of modes per spin and $k_F$ the Fermi wave number. In the example $N_m\ell/L=104$, so $G$ is about 139 conductance quanta and the condition is met. The numerical output below lists the computed values.

## Calculated quantities

```
Source / [D f(1-f)], explicit collisions: 2.000000
F elastic, T0=0: 0.333333
F hot electrons, T0=0: 0.433013
Two-stream wire: L/back length, transmission, F
  0.1  0.90909  0.08290
  1.0  0.50000  0.29167
  10.0  0.09091  0.33308
Spherical surface: L/free path, transmission, F, (1-trans^3)/3
  1.0  0.55339  0.24642  0.27684
  10.0  0.11674  0.32932  0.33280
  30.0  0.04243  0.33280  0.33331
Exclusion chain: sites, F
  1  0.500000
  2  0.444444
  4  0.400000
  8  0.370370
Relaxation model, kT0/eV = 0.02: L/relaxation length, F
  0  0.36000
  1  0.36980
  3  0.40040
  10  0.42369
  300  0.43513
  closed form elastic: 0.36000
  closed form hot: 0.43522
Fermi energy: 5.0 eV
Mean free path: 10 nm
Wire length: 1000 nm
Wire width: 50 nm
Wire thickness: 20 nm
Bias: 1.0 mV
Reservoir temperature: 0.1 K
kT0/eV: 0.008617
Fermi velocity: 1.3262e+06 m/s
Density of states: 9.5074e+46 1/(J m^3)
Diffusion coefficient: 4.4207e-03 m^2/s
Conductivity: 1.0789e+07 S/m
Resistance: 92.689 ohm
Current: 10.789 microampere
Momentum relaxation time: 7.540 fs
Diffusion time L^2/D: 226.2 ps
Modes per spin: 10443
Modes * free path / L: 104.4
Peak electron temperature, hot regime: 3.2005 K
Poisson noise 2eI: 3.4571e-24 A^2/Hz
F in wire, elastic: 0.34482
Noise S, elastic: 1.1921e-24 A^2/Hz
Noise temperature, elastic: 2.0008 K
F in wire, hot: 0.43343
Noise S, hot: 1.4984e-24 A^2/Hz
Noise temperature, hot: 2.5149 K
```
